# Direct Rashba spin-orbit interaction of a cylindrical hole wire, part 2

A hole moves along the axis $z$ of a cylindrical wire with a hard wall at radius $R$, in a uniform field $E$ along $x$. Hole energies are counted upward, the hole has charge $+e$, and the field adds $-eEx$. The valence band has spin $J=3/2$, band parameters $\gamma_1,\gamma$ and, with $m$ the free-electron mass,

$$H=\frac{\hbar^2}{2m}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right]. \tag{3}$$

Until the worked example, lengths are in units of $R$ and energies in $\hbar^2/(mR^2)$.

At $k_z=0$ and $E=0$ the two lowest subbands are the pairs $g_\pm$ and $e_\pm$, with energies $E_g$ and $E_e=E_g+\Delta$:

$$g_+=\phi_0(r)|\tfrac12\rangle+\phi_2(r)e^{2i\varphi}|-\tfrac32\rangle, \tag{10}$$
$$e_+=\tfrac12u(r)\left[e^{-i\varphi}|\tfrac32\rangle+\sqrt3e^{i\varphi}|-\tfrac12\rangle\right],\qquad u=NJ_1(jr). \tag{14}$$

Time reversal $\Theta$ gives their partners:

$$g_-=-\phi_0|-\tfrac12\rangle-\phi_2e^{-2i\varphi}|\tfrac32\rangle,\qquad e_-=\tfrac u2\left[e^{i\varphi}|-\tfrac32\rangle+\sqrt3e^{-i\varphi}|\tfrac12\rangle\right]. \tag{19}$$

The weight of $|-\frac32\rangle$ in $g_+$ is $w$. Under $(x,y)\to(-x,-y)$ the envelopes of $g$ are even and those of $e$ odd.

The state $e$ is purely heavy, with $E_e=\frac12(\gamma_1-2\gamma)j^2$ and $J_1(j)=0$ ($J_n$ with an argument is a Bessel function). The state $g$ mixes a heavy and a light wave, with amplitudes $c_h,c_l$ and wave numbers $\kappa_h,\kappa_l$. Its energy is $E_g=\frac12(\gamma_1-2\gamma)\kappa_h^2$, with $\kappa_l/\kappa_h=\sqrt{(\gamma_1-2\gamma)/(\gamma_1+2\gamma)}$ and the wall condition

$$3J_0(\kappa_h)J_2(\kappa_l)+J_0(\kappa_l)J_2(\kappa_h)=0. \tag{12}$$

The part $H_1$ of $H$ linear in $k_z$ couples $g_+$ to $e_+$; the coordinate $x$ couples $g_+$ to $e_-$, with $U=\langle e_-|x|g_+\rangle$:

$$\langle e_+|H_1|g_+\rangle=-iCk_z,\qquad C=4\sqrt{3\pi}\,\gamma c_l\kappa_lS(\kappa_l), \tag{18}$$
$$U=\sqrt\pi\left\{c_h\left[\frac{S(\kappa_h)}{\kappa_h}+2S'(\kappa_h)\right]+\sqrt3c_l\frac{S(\kappa_l)}{\kappa_l}\right\}. \tag{21}$$

Here $S(\kappa)=jJ_1(\kappa)/(j^2-\kappa^2)$, unrelated to the strain constant $S$ used later.

The result to be derived, with $\sigma_y$ acting on the two states of the lowest pair, is

$$H_R=\alpha k_z\sigma_y,\qquad \alpha=\frac{2C\,eEU}{\sqrt{\Delta^2+4(eEU)^2}}, \tag{1}$$

and, for $2eEU\ll\Delta$,

$$\alpha\simeq\frac{2CU}{\Delta}\,eE. \tag{2}$$

Numerical checks diagonalize (3) in a basis of polynomials on the disc.

### 10. The four-state Hamiltonian

The remaining elements follow from time reversal. Write $H_1=k_zV$. The operator $V$ is odd under $\Theta$, so $\langle\Theta a|V|\Theta b\rangle=-\langle a|V|b\rangle^*$, and

$$\langle e_-|V|g_-\rangle=-(-iC)^*=-iC.$$

The coordinate is even, $\langle\Theta a|x|\Theta b\rangle=\langle a|x|b\rangle^*$. For half-integer spin $\Theta^2=-1$, hence $e_+=-\Theta e_-$ and

$$\langle e_+|x|g_-\rangle=-\langle\Theta e_-|x|\Theta g_+\rangle=-U.$$

With rows $e_+,e_-$ and columns $g_+,g_-$, the coupling from $H_1-eEx$ is

$$M=\begin{pmatrix}-iCk_z&eEU\\-eEU&-iCk_z\end{pmatrix}=-i\left(Ck_z-eEU\sigma_y\right). \tag{22}$$

Neither $H_1$ nor $x$ acts within a pair, because both reverse the in-plane parity.

The quadratic part of $H$ is $k_z^2[\frac12(\gamma_1+\frac52\gamma)-\gamma J_z^2]$. It equals $\frac12(\gamma_1+2\gamma)k_z^2$ for $J_z=\pm\frac12$ and $\frac12(\gamma_1-2\gamma)k_z^2$ for $J_z=\pm\frac32$. Averaging with the weights $w$ in $g$ and $\frac14$ in $e$ gives diagonal terms $k_z^2/(2m_g)$ and $k_z^2/(2m_e)$, with masses in units of $m$:

$$\frac1{m_g}=\gamma_1+2\gamma-4\gamma w,\qquad\frac1{m_e}=\gamma_1+\gamma. \tag{23}$$

This part conserves both $m$ and $J_z$ and does not connect the four states with one another.

### 11. Spectrum and Rashba coefficient

In (22) the only spin matrix is $\sigma_y$. Diagonalize it in both pairs, with eigenvalue $s=\pm1$. The $4\times4$ problem splits into two $2\times2$ problems with off-diagonal element of modulus $|Ck_z-s\,eEU|$. Their energies are

$$E_s^{\pm}=\bar E\pm\sqrt{\frac{\delta^2}{4}+(Ck_z-s\,eEU)^2}, \tag{24}$$
$$\bar E=E_g+\frac\Delta2+\frac{k_z^2}{4}\left(\frac1{m_g}+\frac1{m_e}\right),\qquad \delta=\Delta+\frac{k_z^2}{2}\left(\frac1{m_e}-\frac1{m_g}\right).$$

Both $\bar E$ and $\delta$ are even in $k_z$ and contribute no slope at $k_z=0$. The slope of the lower level is

$$\left.\frac{dE_s^-}{dk_z}\right|_0=\frac{s\,C\,eEU}{\sqrt{\Delta^2/4+(eEU)^2}}=s\,\frac{2C\,eEU}{\sqrt{\Delta^2+4(eEU)^2}}=s\alpha,$$

which is (1). The two branches are split by $2\alpha|k_z|$ near $k_z=0$.

In a weak field the origin of the term is visible in second-order perturbation theory. The lower pair acquires $-M^\dagger M/\Delta=-(Ck_z-eEU\sigma_y)^2/\Delta$, whose cross term is $+2CU\,eE\,k_z\sigma_y/\Delta$. One step of the process is $g_+\to e_+$ by motion along the wire; the other is $e_+\to g_-$ by the dipole. The spin of the pair is reversed although the field does not act on $\mathbf J$, because each subband state ties spin to orbit.

**Spin direction.** From $\langle\frac12|J_y|-\frac12\rangle=-i$ and the minus sign of $\phi_0$ in (19), $\langle g_+|J_y|g_-\rangle=+i(1-w)$. All other contributions vanish on angular integration. The projection of $J_y$ on the pair is thus $-(1-w)\sigma_y$. For $E>0$ and $k_z>0$ the lower branch has $\sigma_y=-1$, and in a weak field near $k_z=0$ this means $\langle J_y\rangle=1-w$. A stronger field mixes $e$ into the branch and changes this value. The spin lies perpendicular to both the wire and the field, and it reverses when either $E$ or $k_z$ does.

**Dependence on field and radius.** Restoring units, $\Delta\propto R^{-2}$, $C\propto R^{-1}$ and $U\propto R$ at fixed $\gamma_1,\gamma$. The weak-field $\alpha$ grows as $R^2$ at fixed $E$. This holds only while confinement alone sets the gap. If strain, whose energy does not scale with $R$, supplies most of the gap, $\alpha$ hardly depends on $R$; the split-off band also changes the power. In a strong field the four-state $\alpha$ tends to $C$, which falls as $1/R$. The crossover is at $2eEU\approx\Delta$, a field proportional to $R^{-3}$. The four-state model requires in addition that the field mix in little of the higher subbands.

**Range in $k_z$.** The splitting is linear while $C|k_z|\ll\sqrt{\Delta^2/4+(eEU)^2}$.

**Shape of the band.** At $E=0$, expansion of (24) to second order gives the inverse mass

$$\frac1{m^*}=\frac1{m_g}-\frac{2C^2}{\Delta}. \tag{25}$$

It is negative when $\Delta<2C^2m_g$. Then $k_z=0$ is a local maximum of the lowest subband, the holes gather at finite $\pm k_z$, and $\alpha$ describes the crossing at $k_z=0$ instead of the band bottom.

### 12. Worked example

Take the round parameters $\gamma_1=13$, $\gamma=5$, $R=5$ nm and $E=0.01$ MV/cm, which is 1 mV/nm. The energy unit is $\hbar^2/(mR^2)=3.048$ meV.

The wall condition (12) gives $\kappa_h=3.78677$. Since $\frac12(\gamma_1-2\gamma)=1.5$,

$$E_g=1.5\times3.78677^2=21.509,\qquad E_e=1.5\times3.83171^2=22.023.$$

The gap is $0.5135\times3.048=1.565$ meV, or 2.4% of $E_g=65.56$ meV. The next subband lies 46 meV above $e$.

With $c_l=0.526$ and $\kappa_l=1.368$, equation (18) gives $C=7.082$, which is $7.082\times3.048\times5=107.9$ meV nm. Equation (21) gives $U=0.152R=0.760$ nm. The dipole energy is $eEU=0.760$ meV, so $2eEU/\Delta=0.97$: the field is not weak. Then

$$\alpha=\frac{2\times107.9\times0.760}{\sqrt{1.565^2+4\times0.760^2}}\ \text{meV nm}=75.2\ \text{meV nm}, \tag{26}$$

or 0.0522 hartree bohr. The weak-field formula (2) would give 104.8 meV nm, 39% above (26). Diagonalization of (3) with the field, keeping all subbands of the polynomial basis, gives 75.4 meV nm.

At $k_z=0.001$ nm$^{-1}$ the splitting is $2\times75.2\times0.001=0.15$ meV. Here $Ck_z=0.11$ meV, against $\sqrt{\Delta^2/4+(eEU)^2}=1.09$ meV, so the linear law applies. For a weak field the diagonalization gives $\langle J_y\rangle=0.980$ in the lower branch, in agreement with $1-w$ for $w=0.0199$.

With everything but the field held fixed, $\alpha$ changes as follows (meV nm):

| $E$ (MV/cm) | four states | all subbands |
|---|---|---|
| 0.001 | 10.4 | 10.3 |
| 0.003 | 30.2 | 29.9 |
| 0.01 | 75.2 | 75.4 |
| 0.03 | 102.1 | 104.4 |

The four-state slope at $k_z=0$ is thus accurate to about 2% of the all-subband value over this range. The model is less accurate away from $k_z=0$. Equation (25) gives $1/m^*=22.6-2\times7.082^2/0.5135=-173$, and all subbands give $-179$, so the band is inverted at $k_z=0$. At zero field its minimum lies at 0.069 nm$^{-1}$ in the four-state model and at 0.105 nm$^{-1}$ with all subbands. The depths below $k_z=0$ are 3.0 and 4.9 meV. A quantitative description of the band bottom needs the higher subbands.

### 13. What the model leaves out

The weak point is $\Delta$, a difference of two confinement energies some forty times larger. A correction of a few per cent to either level can change it severalfold. The table repeats the calculation with one omitted effect at a time, at the same $R$ and $E$. The added inputs are rough: $\gamma_2=4.25$ and $\gamma_3=5.5$ with the wire along [001]; a split-off band at 300 meV; a strain term $SJ_z^2$ with $S=40$ meV. In each row $\Delta$ and $C$ are recomputed, as is $U$, which stays between 0.76 and 0.87 nm. The column "(1)" inserts them into equation (1), assuming its spin structure; the last column keeps all subbands.

| case | $\Delta$ (meV) | $C$ (meV nm) | $\alpha$ from (1) | $\alpha$, all |
|---|---|---|---|---|
| model (3) | 1.6 | 108 | 75.2 | 75.4 |
| cubic | 6.5 | 128 | 29.3 | 28.3 |
| split-off | 10.7 | 84 | 12.7 | 12.2 |
| strain | 17.9 | 94 | 9.1 | 8.3 |

The mechanism and equation (1) survive: with recomputed constants the formula stays within 10% of the all-subband value. The number in (26) does not survive. Each correction in the table lowers $\alpha$ by a factor between about 3 and 9, mainly through the larger gap. The cubic row depends strongly on the wire direction. With the same $\gamma_1,\gamma_2,\gamma_3$ and all subbands, a wire along [110] has $e$ about 0.9 meV below $g$, and the magnitude of $\alpha$ is 76 meV nm for the field along [001] and 81 meV nm along $[1\bar10]$. A wire along [111] has $e$ about 2.8 meV below $g$ and a magnitude of about 44 meV nm.

The effect of the split-off band has a simple part. A heavy hole moving along $\hat{\mathbf k}$ has orbital and spin angular momentum aligned along $\hat{\mathbf k}$. It is an eigenstate of the orbital operator $(\hat{\mathbf k}\cdot\mathbf L)^2$, which generates the coupling to the split-off band, and is therefore not coupled. The state $e$ is a superposition of such waves and keeps its energy at $k_z=0$. The state $g$ contains light holes and is pushed down. It remains the second pair, so the growth of the gap means that $g$ falls by about 9 meV.

For strain, first-order perturbation theory uses $\langle J_z^2\rangle=\frac34$ in $e$ and $\frac14+2w$ in $g$. The gap should grow by $S(\frac12-2w)=40\times0.46=18.4$ meV, to 20.0 meV. The computed 17.9 meV includes the change of the states. With the split-off band or with strain, $1/m^*$ is positive (1.7 and 4.4), so $k_z=0$ is then a local minimum at zero field; in the cubic [001] case it remains a maximum.

**Comparison with a real wire.** The parameters are roughly those of a germanium hole wire, for instance a germanium core in a silicon shell. The gap of 1.6 meV should not be expected in such a wire. Its split-off band is not remote on the scale of the 66 meV confinement energy, its band is not isotropic, and the shell strains the core. Taken singly at 0.01 MV/cm, the split-off band and strain move the model's 75 meV nm to about 12 and 8 meV nm. The cubic anisotropy gives between about 28 and 81 meV nm for wires along [001], [111] and [110]. Their combined effect has not been computed, so (26) should not be used as a prediction for germanium.

Some further scales, for the numbers of the example:

- The ordinary Rashba term, with a rough coefficient of 0.4 nm², gives 0.4 meV nm. This is about 0.5% of (26), but about 5% of the strained value.
- A wall of rough height 500 meV lets the heavy hole penetrate about 0.5 nm. The light hole penetrates further, so $g$, which contains it, falls more than $e$. With the same band parameters on both sides of the wall, the gap grows to about 14 meV and the weak-field $\alpha$ falls by more than a factor of ten. The hard wall is thus as serious an idealization as the omissions in the table.
- The potential drop across the wire is 10 meV, below the 46 meV spacing to the next subband.
- The thermal energy is 0.34 meV at 4 K, below the gap. In the isotropic example it is also far below the depth of the band minima at finite $k_z$. The holes then gather near those minima, where the splitting is much smaller than $2\alpha|k_z|$. At 300 K it is 26 meV, and both pairs, with opposite slopes $\pm\alpha$ for the same $s$, are occupied. A description by the lowest pair alone is then inadequate.

For a wire in which $g$ and $e$ remain well separated from other subbands, a larger $\alpha$ at fixed weak field calls for a larger $CU/\Delta$. Reducing $\Delta$ achieves this only until $2eEU$ becomes comparable with $\Delta$, and by (25) it also drives the band towards inversion.

## Computed values

```
gamma1 = 13.0, gamma = 5.0, R = 5.0 nm, E = 0.01 MV/cm
energy unit hbar^2/(m R^2) = 3.0480 meV
kappa_h R = 3.78677, kappa_l R = 1.36762, j = 3.83171
c_h R = 0.4412, c_l R = 0.5262, w = 0.0199
E_g = 21.5094, E_e = 22.0230, gap = 0.5135 (energy units)
E_g from disc basis = 21.5094, E_e = 22.0230
E_g = 65.560 meV, E_e = 67.126 meV, gap = 1.565 meV
next subband above e: 46.02 meV
C = 7.0817 hbar^2/(m R) = 107.93 meV nm
U = 0.1520 R = 0.7601 nm
m/m_g = 22.602, m/m_e = 18.000 (diagonal terms)
dipole energy e E U = 0.7601 meV
weak-field 2CU/gap: formula 104.82 nm^2, all subbands 103.75 nm^2
weak-field formula at example E: 104.82 meV nm
alpha, four states  = 75.19 meV nm
alpha, all subbands = 75.39 meV nm
alpha, four states  = 0.05222 hartree bohr
<Jx>,<Jy>,<Jz> of lower branch: -0.000, 0.980, -0.000
field scan: E (MV/cm), alpha four states, all subbands (meV nm)
  0.001     10.43     10.33
  0.003     30.19     29.94
  0.010     75.19     75.39
  0.030    102.08    104.43
E=0 curvature m/m* at kz=0: four states -172.7, all subbands -178.9
E=0 band minimum kz: four states 0.0693, all subbands 0.1045 1/nm
E=0 depth below kz=0: four states 2.991, all subbands 4.853 meV
rough inputs: gamma2 = 4.25, gamma3 = 5.5, split-off 300 meV, S = 40 meV
case: gap (meV), C (meV nm), U (nm), alpha 4-state, alpha all (meV nm), m/m*
  spherical, unstrained    1.565  107.93  0.760   75.19   75.39  -178.9
  cubic, wire [001]        6.542  127.56  0.772   29.30   28.27   -51.7
  with split-off band     10.681   83.64  0.823   12.73   12.24     1.7
  with strain S Jz^2      17.918   94.01  0.871    9.10    8.33     4.4
ordinary Rashba, rough coefficient 0.4 nm^2: 0.40 meV nm
heavy-hole penetration into a rough 500 meV wall: 0.478 nm
thermal energy at 4 K: 0.345 meV, at 300 K: 25.85 meV
potential drop across the wire: 10.0 meV
```
